# Electron and Hole Currents in a Hebb-Wagner Oxide Cell

## The form of the answer

An oxide layer of thickness $L$ lies between two electrodes. The one at $x=0$ exchanges oxygen freely with a gas of fixed pressure. The one at $x=L$ passes electrons but blocks oxygen, and it is held negative by a voltage $V$. The steady current density $j$, counted positive from $x=0$ to $x=L$ inside the oxide, is wanted.

The algebra uses atomic units, with elementary charge $e=1$, so that a voltage is also an energy. Write $\tau=k_BT$. Let $\sigma_{n0}$ and $\sigma_{p0}$ be the electron and hole conductivities of the oxide at $x=0$.

Suppose that the local law of conduction contains no length, and that dilute electrons and holes contribute in proportion to their densities. Dimensions then require

$$jL=\tau\left[\sigma_{n0}F(V/\tau)+\sigma_{p0}G(V/\tau)\right],$$

with $F$ and $G$ pure functions. A symmetry under cutting the layer fixes them. Cut it at the plane where the bias is $a\tau$, leaving $b\tau$ for the rest. Both parts carry the same $j$, and their thicknesses add to $L$. If the electron density has grown by $e^a$ at the cut, and the hole density has fallen by the same factor, the second part is a cell with starting conductivities $\sigma_{n0}e^a$ and $\sigma_{p0}e^{-a}$. Adding $j$ times each thickness and comparing the terms in $\sigma_{n0}$ gives

$$F(a+b)=F(a)+e^aF(b).$$

The left side is unchanged when $a$ and $b$ are exchanged, so the right side must be too:

$$F(a)+e^aF(b)=F(b)+e^bF(a),$$

$$F(a)(e^b-1)=F(b)(e^a-1).$$

Thus $F(a)/(e^a-1)$ is a constant. Ohm's law at small bias, $F(a)\approx a$, makes it 1. The hole terms obey the same equations with $e^{-a}$ for $e^a$. Hence

$$F(a)=e^a-1,\qquad G(a)=1-e^{-a}.$$

One function grows without limit and the other saturates. The argument has assumed a local law without a length and Boltzmann factors set by the bias. The lemmas derive both from the blocking of the ions, together with the assumptions listed next.

## Assumptions and theorem

1. The problem is one-dimensional, steady and at uniform temperature.
2. The electrode at $x=0$ fixes the oxygen pressure $P_0$, and with it the local defect densities. No oxygen crosses the electrode at $x=L$ or leaks in there.
3. The oxide holds immobile acceptors of density $A$ and charge $-1$, and mobile oxygen vacancies of density $c$ and charge $+2$ relative to the perfect lattice. With electron density $n$ and hole density $p$, neutrality reads $2c+p-n=A$. Everywhere $n,p\ll A$.
4. Carriers are dilute and have constant mobilities. Electrons and holes are in local equilibrium, $np=K$, with $K$ constant at fixed temperature.
5. Electrons in each electrode are in equilibrium with those in the adjoining oxide. No voltage is lost elsewhere, and the oxide does not decompose.

**Theorem.** To leading order in $n/A$ and $p/A$,

$$j=\frac{\tau}{L}\left[\sigma_{n0}\left(e^{V/\tau}-1\right)+\sigma_{p0}\left(1-e^{-V/\tau}\right)\right].$$

The first term is the electron current averaged over the thickness, and the second is the hole current averaged in the same way.

## Lemma 1: blocked ions leave the potential nearly flat

Let $J_V$ be the vacancy flux, $D_V$ the vacancy diffusivity and $\phi$ the electrostatic potential. A prime means $d/dx$. In the steady state vacancies accumulate nowhere, so $J_V$ is uniform. It vanishes at the blocking electrode and therefore throughout the oxide:

$$J_V=-D_V\left(c'+\frac{2c}{\tau}\phi'\right)=0,\qquad \phi'=-\frac{\tau}{2}\frac{c'}{c}.$$

The factor 2 in the drift term is the vacancy charge. Neutrality gives $c=(A+n-p)/2$. Inserting this and integrating from $0$ to $x$,

$$\phi(x)-\phi(0)=-\frac{\tau}{2}\ln\frac{A+n-p}{A+n_0-p_0}.$$

Since $n,p\ll A$, the logarithm is small, and the potential changes by much less than $\tau$. To leading order it is constant. $\square$

The diffusivity $D_V$ has cancelled. Flatness thus rests on the vacancies outnumbering the electronic carriers, not on a high ionic conductivity. The ionic mobility does not enter the steady current. It can affect the early response to a change of bias, but where the ions conduct far better than the electrons and holes, the final relaxation is limited by the electronic carriers.

## Lemma 2: the bias sets the carrier densities

The electrochemical potential of electrons is

$$\eta=\text{constant}+\tau\ln n-\phi,$$

where the minus sign comes from their charge $-1$. Define $u(x)=\eta(x)-\eta(0)$. A negative electrode has the higher electron energy, so assumption 5 gives $u(0)=0$ and $u(L)=V$. With $\phi$ constant by Lemma 1,

$$u=\tau\ln\frac{n}{n_0},\qquad n=n_0e^{u/\tau}.$$

Local equilibrium then gives

$$p=\frac{K}{n}=\frac{n_0p_0}{n_0e^{u/\tau}}=p_0e^{-u/\tau}.$$

At constant mobility the conductivities follow the densities: $\sigma_n=\sigma_{n0}e^{u/\tau}$ and $\sigma_p=\sigma_{p0}e^{-u/\tau}$. $\square$

**Remark on oxygen.** The densities can change because the blocking side loses oxygen. After the bias is applied, positive vacancies drift towards the negative electrode, which means that oxygen ions leave that region. The gas cannot replace them there. Electrons from the electrode balance the charge of the added vacancies, either by filling holes or by remaining free. In a layer that starts with many more holes than electrons, the filling of holes dominates at low bias. This continues until diffusion balances drift.

The exchange reaction turns a lattice oxygen into a vacancy, two electrons and half an oxygen molecule. With nearly all oxygen sites filled, its equilibrium condition is

$$c\,n^2P^{1/2}=\text{constant}.$$

Since $c$ is nearly constant, $n\propto P^{-1/4}$. Setting $n_L/n_0=e^{V/\tau}$ gives the equilibrium oxygen pressure of the oxide at the blocking side,

$$P_L=P_0e^{-4V/\tau}.$$

## Lemma 3: both carriers carry current in the same direction

Let $\mu_n$ and $\mu_p$ be the mobilities, so that $\sigma_n=\mu_nn$ and $\sigma_p=\mu_pp$. The electron particle flux is $-\mu_nn\eta'$. Multiplying by the charge $-1$ gives the electron current

$$j_n=\sigma_nu'.$$

For holes, the electrochemical potential is

$$\eta_p=\text{constant}+\tau\ln p+\phi.$$

Inserting $p=K/n$ turns this into $\eta_p=\text{constant}-\eta$. The hole flux is $-\mu_pp\eta_p'=+\mu_pp\eta'$, and the charge is $+1$, so

$$j_p=\sigma_pu'.$$

The ionic current $2J_V$ is zero. Therefore

$$j=(\sigma_n+\sigma_p)u'.\qquad\square$$

Charge conservation makes $j$ uniform, but the separate currents vary with position:

$$j_n=\frac{\sigma_n}{\sigma_n+\sigma_p}j,\qquad j_p=\frac{\sigma_p}{\sigma_n+\sigma_p}j.$$

Holes travel from $x=0$, electrons travel from $x=L$, and they recombine on the way. This is why the two contributions in the theorem are defined as averages over the thickness.

## Proof of the theorem

Average the electron current and change the variable from $x$ to $u$:

$$\frac1L\int_0^L\sigma_nu'\,dx=\frac1L\int_0^V\sigma_{n0}e^{u/\tau}\,du=\frac{\tau\sigma_{n0}}L\left(e^{V/\tau}-1\right).$$

For holes,

$$\frac1L\int_0^L\sigma_pu'\,dx=\frac1L\int_0^V\sigma_{p0}e^{-u/\tau}\,du=\frac{\tau\sigma_{p0}}L\left(1-e^{-V/\tau}\right).$$

The sum is the average of $j$, which equals $j$ because $j$ is uniform. $\square$

The two terms reflect the densities at the ends. With a flat potential the carriers move by diffusion. The average electron current is set by $n_L-n_0$, which grows as the blocking side fills with electrons. The average hole current is set by $p_0-p_L$. Once $p_L$ is negligible this difference cannot exceed $p_0$, however large the bias.

## Limits, slope and reversed bias

For $|V|\ll\tau$, use $e^{\pm V/\tau}=1\pm V/\tau+V^2/(2\tau^2)+\ldots$:

$$jL=(\sigma_{n0}+\sigma_{p0})V+(\sigma_{n0}-\sigma_{p0})\frac{V^2}{2\tau}+\ldots$$

Both contributions are ohmic at first. The second term shows the electron part bending upwards and the hole part bending downwards. For $V\gg\tau$,

$$jL\approx\tau\sigma_{n0}e^{V/\tau}+\tau\sigma_{p0}.$$

The hole part reaches 99% of its plateau when $e^{-V/\tau}=0.01$, or $V=\tau\ln100$.

Differentiating the theorem gives

$$L\frac{dj}{dV}=\sigma_{n0}e^{V/\tau}+\sigma_{p0}e^{-V/\tau}=\sigma_n(L)+\sigma_p(L).$$

The slope of a steady current-voltage curve, times the thickness, is therefore the electronic conductivity at the blocking side, under the stated assumptions.

If the blocking electrode is made positive, put $V=-W$ with $W>0$:

$$jL=-\tau\left[\sigma_{n0}(1-e^{-W/\tau})+\sigma_{p0}(e^{W/\tau}-1)\right].$$

The current reverses and the roles are exchanged: electrons saturate and holes grow. The sign of the bias is thus an essential part of the claim.

In a real cell the reversed branch is usable only at small bias. Oxygen now accumulates at the blocking side, where the equilibrium pressure derived in the remark on oxygen becomes $P_0e^{4W/\tau}$. At 1273 K and $P_0=1$ atm this is already about 38 atm for $W=0.1$ V. At higher bias oxygen can be expected to escape or to detach the electrode, and assumption 2 then fails.

## Where the hole and electron terms cross

Suppose $\sigma_{p0}>\sigma_{n0}$. Equality of the two contributions means

$$\sigma_{n0}(e^{V/\tau}-1)=\sigma_{p0}(1-e^{-V/\tau})=\sigma_{p0}e^{-V/\tau}(e^{V/\tau}-1).$$

For $V>0$ the common factor is nonzero and can be divided out. The crossover bias is

$$V_x=\tau\ln\frac{\sigma_{p0}}{\sigma_{n0}}.$$

Inside the oxide, conduction changes from holes to electrons where $\sigma_n=\sigma_p$, that is, at $u_m=V_x/2$. This point lies within the layer if $V\geq V_x/2$. Its position $x_m$ follows from integrating $j\,dx=(\sigma_n+\sigma_p)du$ up to $u_m$. Since $\sigma_{n0}e^{u_m/\tau}=\sigma_{p0}e^{-u_m/\tau}=\sqrt{\sigma_{n0}\sigma_{p0}}$,

$$jx_m=\tau\left[\sqrt{\sigma_{n0}\sigma_{p0}}-\sigma_{n0}+\sigma_{p0}-\sqrt{\sigma_{n0}\sigma_{p0}}\right]=\tau(\sigma_{p0}-\sigma_{n0}).$$

At $V=V_x$ the theorem gives

$$jL=\tau\left[\sigma_{p0}-\sigma_{n0}+\sigma_{p0}-\sigma_{n0}\right]=2\tau(\sigma_{p0}-\sigma_{n0}),$$

so $x_m=L/2$. At higher bias $j$ increases while $jx_m$ stays fixed. The changeover then moves towards the reversible electrode, and electrons carry the current through most of the layer.

## Proposition: high electron density slows the growth

At large bias $n$ may approach $A$, and assumption 3 fails. Keep $n$ beside $A$, neglect holes and retain the other assumptions. Then $c=(A+n)/2$, and the zero-flux condition gives

$$\phi'=-\frac{\tau n'}{2(A+n)}.$$

The bias now includes the change of potential. From $u'=\tau n'/n-\phi'$,

$$\frac{u'}{\tau}=\frac{n'}n+\frac{n'}{2(A+n)},$$

$$\frac V\tau=\ln\frac{n_L}{n_0}+\frac12\ln\frac{A+n_L}{A+n_0}.$$

The Einstein relation $D_n=\tau\mu_n$ gives $\sigma_n=D_nn/\tau$, so

$$j=\sigma_nu'=D_nn'\left[1+\frac n{2(A+n)}\right]=D_nn'\left[\frac32-\frac A{2(A+n)}\right].$$

Integration over the layer yields

$$jL=D_n\left[\frac32(n_L-n_0)-\frac A2\ln\frac{A+n_L}{A+n_0}\right].$$

**First correction.** Let $n_0\ll n_L\ll A$, and let $n_s=n_0e^{V/\tau}$ be the simple prediction. Expanding the bias equation gives $n_L\approx n_s[1-n_s/(2A)]$. Expanding the current gives $jL\approx D_nn_L[1+n_L/(4A)]$. Together,

$$jL\approx D_nn_s\left(1-\frac{n_s}{4A}\right).$$

**Opposite limit.** For $n_L\gg A\gg n_0$, the bias equation becomes $V/\tau\approx\frac32\ln n_L+\text{constant}$, and $jL\approx\frac32D_nn_L$. Hence $j\propto e^{2V/(3\tau)}$. The growth is still exponential in this model, but part of the bias now sustains an electric field instead of raising $n_L$.

As an illustration, take $n_0=0.01A$ and $V=8\tau$. Solving the bias equation by root finding gives $n_L=9.32A$, and the current formula gives $jL=12.8\,D_nA$. The simple law would give $0.01(e^8-1)D_nA=29.8\,D_nA$. This case is formal, because carriers at such densities may no longer be dilute.

## Worked example

The parameters lie in the regime of yttria-stabilised zirconia at high temperature. They are rough values, not a description of one sample: $T=1273$ K, $L=0.1$ cm, $P_0=760$ Torr, $\sigma_{n0}=5\times10^{-9}$ S/cm and $\sigma_{p0}=5\times10^{-5}$ S/cm. In practical units $\tau/e=0.1097$ V replaces $\tau$. The hole plateau is

$$\frac{0.1097\times5\times10^{-5}}{0.1}\ \text{A/cm}^2=54.85\ \mu\text{A/cm}^2.$$

The electron prefactor is $10^4$ times smaller, $0.005485\ \mu\text{A/cm}^2$. At 1.5 V the exponent is $1.5/0.1097=13.67$ and the exponential is $8.68\times10^5$, so the electron contribution is about $4760\ \mu\text{A/cm}^2$. With $\tau/e=0.109699$ V and rounding only at the end, the theorem gives, in $\mu\text{A/cm}^2$:

| $V$ (V) | electrons | holes | total |
|---|---|---|---|
| 0.1 | 0.0082 | 32.8 | 32.8 |
| 0.5 | 0.518 | 54.3 | 54.8 |
| 0.8 | 8.05 | 54.8 | 62.9 |
| 1.0 | 49.9 | 54.8 | 104.7 |
| 1.2 | 309 | 54.8 | 364 |
| 1.5 | 4760 | 54.8 | 4815 |

From 1.0 to 1.5 V the electron part grows by a factor of 95, which is $e^{0.5/0.1097}$, while the hole part stays on its plateau. The total at 1.5 V is 4.8 mA/cm².

The hole part reaches 99% of its plateau at $0.1097\ln100=0.505$ V, and the crossover is at $0.1097\ln10^4=1.010$ V. The first is half the second because the chosen conductivity ratio is $100^2$. The total is flattest at the first of these voltages, where $\sigma_n(L)+\sigma_p(L)$ is smallest: the holes have nearly saturated and the electrons still add little. The rise begins well before the crossover, and at 0.8 V the electron part is already about 15% of the hole part.

At the crossover bias, holes carry 99.99% of the local current at $x=0$ and 0.01% at $x=L$, although the averaged contributions are equal. At 1.5 V the changeover has moved to $x_m/L\approx54.8/4815=0.011$.

The oxygen pressure at the blocking side at 1.5 V is $760\,e^{-4\times13.67}$ Torr, about $10^{-21}$ Torr. It expresses an oxygen chemical potential and does not imply that a gas of this pressure is present.

## How far real cells depart from the model

For zirconia cells of this kind the conductivities above are meant as orders of magnitude, and they depend on composition and temperature. A resistive contact violates assumption 5, and a leaking seal violates assumption 2. The sizes of both effects below are assumed.

**Contact resistance.** A series resistance $R$ leaves only $V-jR$ across the oxide, so $j$ must solve the theorem with that reduced bias. For $R=1$ ohm cm² and 1.5 V applied, root finding gives a loss of 0.0046 V and a current 4.1% below the ideal one. The loss is small beside 1.5 V, but it acts in an exponent whose scale is 0.11 V. On the hole plateau the same resistance matters far less, because the current is smaller and nearly independent of voltage.

**Oxygen leak.** Oxygen entering at the blocking electrode consumes vacancies there and draws a vacancy flux towards $x=L$. Its ionic current $j_i=2J_V$ has the same sign as $j$. If the associated voltage drop, $j_iL$ divided by the ionic conductivity, is much smaller than $\tau$, the electronic terms hardly change and the total rises by $j_i$. A leak equivalent to 1 µA/cm² is 1.8% of the hole plateau, and could be mistaken for hole conduction.

**Electron density.** Take $A=4\times10^{21}$ cm⁻³ and an assumed electron mobility of 0.01 cm²/Vs. Dividing $\sigma_n(L)$ by $e\mu_n$ gives $n_L=2.7\times10^{18}$ cm⁻³ at 1.5 V, or $6.8\times10^{-4}A$. The first correction lowers the electron term by one quarter of this ratio, 0.017%. At fixed conductivity a mobility ten times lower would make the correction ten times larger, still below 1%. The mobility is only assumed, and a value of $2.6\times10^{-5}$ cm²/Vs would lower the electron term by about 5%. The estimate also omits the holes, which lower the electron term by a further fraction of about $p_0/(2A)$. For a hole mobility of $1.5\times10^{-4}$ cm²/Vs this is 0.026%. These coefficients treat the vacancies as an ideal dilute species, which is only a rough picture at this doping.

**Contact layers.** Neutrality fails near the electrodes over roughly the screening length $\sqrt{\epsilon_r\tau/(16\pi c)}$, where $\epsilon_r$ is the relative permittivity. With $\epsilon_r=30$ and $c=A/2$ this is 0.15 nm. A continuum length below the atomic spacing is not to be taken literally, but it indicates layers very thin beside the oxide. They can still matter if they hinder electron transfer, which assumption 5 excludes.

**Decomposition.** Zirconia is expected to decompose at a bias of very roughly 2.2 V under these conditions, 0.7 V above the highest bias used. The simple law would bring $n_L$ up to $A$ at $1.5+0.1097\ln(1/6.8\times10^{-4})\approx2.3$ V. With the assumed mobility of 0.01 cm²/Vs the regime with exponent $2/3$ therefore lies beyond the estimated range of stability. The margin is narrow and depends on that mobility. At fixed conductivity the simple law reaches $n_L=A$ at 2.05 V for 0.001 cm²/Vs and at 1.80 V for $10^{-4}$ cm²/Vs, so for lower mobilities assumption 3 fails before decomposition.

All numerical values are calculated from the stated model.
